# Why water in the gap does not by itself sharpen an image

A projection lens works with light of vacuum wavelength 193 nm at numerical aperture 0.90. The gap between lens and resist is filled with water of refractive index 1.44, and the wavelength in the gap drops from 193 nm to 134 nm. The smallest half-pitch the lens can resolve was 53.6 nm with air in the gap. With water, at the same numerical aperture, it is still 53.6 nm. The wavelength has shrunk by a factor 1.44 and the resolution limit has not moved.

## The counter-example

Let $\lambda_0$ be the vacuum wavelength, $k_0=2\pi/\lambda_0$, and $n$ the index of the gap. The axis $z$ points from lens to wafer, and the lines of the pattern run along $y$. A plane wave travelling at angle $\theta$ to the axis varies as $\exp[ik_0n(x\sin\theta+z\cos\theta)]$. The numerical aperture is defined in the gap,

$$
\mathrm{NA}=n\sin\theta_{\max},
$$

where $\theta_{\max}$ is the steepest angle the lens delivers. The indices used here, 1.00 and 1.44 for the gap and 1.70 for the resist, are chosen model values, and all media are lossless.

The finest fringes come from two beams at opposite edges of the pupil. With E along the lines (TE polarization), two beams of unit amplitude give

$$
|e^{ik_0n x\sin\theta}+e^{-ik_0n x\sin\theta}|^2
=4\cos^2(k_0nx\sin\theta)=2+2\cos(2k_0nx\sin\theta).
$$

One period $p$ advances the last cosine by $2\pi$, so $2k_0np\sin\theta=2\pi$, or

$$
p=\frac{\lambda_0/n}{2\sin\theta}.
$$

The tempting argument looks at the numerator alone. If $\theta$ kept its air value of 64.2°, water would reduce the half-pitch to $53.6/1.44\approx37.2$ nm. But at fixed NA the angle does not stay put. In air $\sin\theta=0.90$. In water $\sin\theta=0.90/1.44=0.625$, which is an angle of 38.7°. The two periods are

$$
p_{\text{air}}=\frac{193\ \text{nm}}{2(0.90)}=107.2\ \text{nm},\qquad
p_{\text{water}}=\frac{134.03\ \text{nm}}{2(0.625)}=107.2\ \text{nm}.
$$

The wavelength and the sine have fallen by the same factor.

Equal periods could still hide a difference in contrast, because light is a vector wave. The case to examine is TM polarization, with E in the plane of incidence. What is recorded is the field inside the resist, and I take the exposure proportional to $|\mathbf E|^2$, with no reflection from the substrate. Let $\theta_r$ be the angle in the resist and $\varphi=k_0n_rx\sin\theta_r$. A transverse wave has E perpendicular to its direction, so two TM beams of amplitude $t$ are

$$
\mathbf E_\pm=t(\cos\theta_r,\,0,\,\mp\sin\theta_r)e^{\pm i\varphi}.
$$

Their $x$ components add to $2t\cos\theta_r\cos\varphi$, and their $z$ components to $-2it\sin\theta_r\sin\varphi$. Hence

$$
\begin{aligned}
|\mathbf E|^2&=4t^2(\cos^2\theta_r\cos^2\varphi+\sin^2\theta_r\sin^2\varphi)\\
&=2t^2[1+(\cos^2\theta_r-\sin^2\theta_r)\cos2\varphi]\\
&=2t^2[1+\cos2\theta_r\cos2\varphi].
\end{aligned}
$$

The second line uses $2\cos^2\varphi=1+\cos2\varphi$ and $2\sin^2\varphi=1-\cos2\varphi$. The signed contrast, the coefficient of $\cos2\varphi$ relative to the mean, is therefore

$$
C_{\rm TM}=\cos2\theta_r=1-2\sin^2\theta_r .
$$

The angle in the resist is 32.0° in both cases, since $n_r\sin\theta_r=0.90$ whichever medium fills the gap. This is Snell's law, proved below. Thus $C_{\rm TM}=1-2(0.90/1.70)^2=0.439$ with air and with water. For TE the contrast is 1 in both. For either pure polarization, the two-beam fringes in the resist have the same period and the same contrast.

The field inside the gap does behave differently. There the same derivation applies with the gap angle, if the wave reflected from the resist is left out, and the TM contrast changes from $-0.620$ in air to $0.219$ in water. A negative value means that bright and dark have changed places. Someone who computed the image in the gap would conclude that water had transformed it, but the resist does not record that image.

## The correct statement

Consider line gratings imaged through flat, parallel layers by a lens corrected for its gap medium, with a source that fills the pupil.

1. The pitch below which no modulation is transmitted is
$$
p_{\min}=\frac{\lambda_0}{2\,\mathrm{NA}},
$$
a half-pitch of $\lambda_0/(4\,\mathrm{NA})$. At fixed NA it is independent of the gap index.
2. Across a gap much thicker than the decay length of evanescent waves, light reaches the resist only if its transverse index $n\sin\theta$ is below $n$. Air thus restricts NA to values below one, and a liquid allows values up to its own index, provided the last lens element and the resist also have indices above NA.

Water improves the resolution limit through the second part.

## Proof: the cutoff

Write $s=k_x/k_0$ for the transverse index of a plane wave. In a medium of index $n$ a propagating wave has $s=n\sin\theta$. At a flat interface the boundary conditions relate the fields on the two sides at every $x$. A wave $e^{ik_0sx}$ on one side can balance a wave $e^{ik_0s'x}$ on the other at all $x$ only if $s=s'$. So $s$ is the same in the last lens element, the gap and the resist:

$$
n_{\rm lens}\sin\theta_{\rm lens}=n\sin\theta=n_r\sin\theta_r=s .
$$

This is Snell's law, and it explains the compensation in the counter-example. Water shortens the wavelength and bends the rays towards the axis, and both effects come from the same index.

A grating of pitch $p$, measured at the wafer, splits light from a source point $s_0$ into orders

$$
s_m=s_0+m\frac{\lambda_0}{p},\qquad m=0,\pm1,\pm2,\dots
$$

because multiplying the illumination by a function of period $p$ adds multiples of $2\pi/p$ to $k_x$, and $(2\pi/p)/k_0=\lambda_0/p$. The lens passes $|s_m|\le\mathrm{NA}$, an interval of width $2\,\mathrm{NA}$. A single plane wave has uniform intensity, so modulation needs at least two orders from the same source point. Different source points are mutually incoherent, and their intensities add without cross terms. Two orders are at least $\lambda_0/p$ apart, so both can pass only if

$$
\frac{\lambda_0}{p}\le2\,\mathrm{NA}.
$$

Below $p_{\min}=\lambda_0/(2\,\mathrm{NA})$ the image is therefore uniform. In a circular pupil, a source point displaced along $y$ sees a chord no longer than $2\,\mathrm{NA}$, so the bound stands.

It remains to show that modulation does appear just above this pitch. Take a source spread uniformly over $-\mathrm{NA}\le s_0\le\mathrm{NA}$, TE polarization, and a grating with real positive amplitudes $a_0$ and $a_1=a_{-1}$. Let $q=\lambda_0/p$ lie between NA and $2\,\mathrm{NA}$. Order 0 always passes. Order $+1$ passes if $s_0\le\mathrm{NA}-q$, which selects a source interval of length $2\,\mathrm{NA}-q$. Order $-1$ passes on the mirror-image interval. The intervals do not overlap when $q>\mathrm{NA}$, and higher orders fall outside the pupil. The fraction of the source that supplies two orders is

$$
w=\frac{2(2\,\mathrm{NA}-q)}{2\,\mathrm{NA}}=2-\frac{\lambda_0}{p\,\mathrm{NA}}.
$$

Each such point contributes $a_0^2+a_1^2+2a_0a_1\cos(2\pi x/p)$, and each remaining point contributes $a_0^2$. Averaging over the source gives

$$
I(x)=a_0^2+wa_1^2+2wa_0a_1\cos\frac{2\pi x}{p}.
$$

The modulation is positive for every $p>p_{\min}$ in this range and, for this line source, goes linearly to zero with $w$ at the cutoff. For a source filling a circular pupil, the points that supply two orders form two thin slivers at the pupil edge. Their area is still positive above $p_{\min}$, but it vanishes faster, as $w^{3/2}$. This proves the first part. It also shows that $p_{\min}$ is a limit at which contrast vanishes for this source, and not a pitch that prints comfortably. Two beams of equal amplitude alone at the pupil edges, as in the counter-example, keep TE contrast 1 at this pitch, because no other source points dilute them. With unequal orders the contrast is $2a_0a_1/(a_0^2+a_1^2)$, which is 0.906 for a binary grating with $a_0=1/2$ and $a_1=1/\pi$.

The gap index is absent from $I(x)$, but only because the amplitudes $a_0$ and $a_1$ were taken to be independent of angle. A lens that conserves the power of each order gives it an amplitude in the gap proportional to $(n^2-s^2)^{-1/4}$, and transmission into the resist also depends on angle. These factors leave the cutoff unchanged but alter the contrast above it. For the binary grating at a pitch of 130 nm and $\mathrm{NA}=0.90$, the TE contrast in the resist becomes 0.39 with air and 0.41 with water.

## Proof: why NA can exceed one

Inside the gap the wave equation requires $k_x^2+k_z^2=n^2k_0^2$, so

$$
k_z=k_0\sqrt{n^2-s^2}.
$$

For $s<n$ this is real and the wave propagates. For $s>n$ it is imaginary, $k_z=i\kappa$ with

$$
\kappa=k_0\sqrt{s^2-n^2}.
$$

The field in the gap is then $Ae^{-\kappa z}+Be^{\kappa z}$, the second term coming from reflection at the resist. At the resist surface $z=d$ the boundary conditions fix the ratio of the two terms, so $Be^{\kappa d}$ is a fixed multiple of $Ae^{-\kappa d}$, and $B$ is of order $Ae^{-2\kappa d}$. For $\kappa d\gg1$ the lens face hardly notices the resist, $A$ no longer depends on $d$, and the field reaching the resist is proportional to $e^{-\kappa d}$. The transmitted power falls as $e^{-2\kappa d}$.

Take $s=1.35$. With air in the gap,

$$
\frac1\kappa=\frac{193\ \text{nm}}{2\pi\sqrt{1.35^2-1}}=33.9\ \text{nm}.
$$

For a last element of index 1.56, TE light crosses a 100 nm air gap with a power fraction of 0.0106. At 1000 nm the fraction is $8.9\times10^{-26}$. The exponential law accounts for the drop: $e^{-2(900)/33.87}\approx8\times10^{-24}$, and multiplying by 0.0106 gives about $9\times10^{-26}$. The restriction $\mathrm{NA}<n$ thus belongs to thick gaps. A gap of a few tens of nanometres would let some of this light tunnel across.

With water, $s=1.35$ is below 1.44 and the wave propagates. The power fractions are 0.724 at 100 nm and 0.880 at 1000 nm. The thicker gap transmits more because waves reflected at its two faces interfere. A round trip adds the phase $2k_zd$, so the transmission oscillates with thickness instead of decaying.

The same condition on $k_z$ applies in every layer. A flat-faced last element must carry the wave to the gap, and the resist must accept it as a propagating wave. With the indices chosen here water is the smallest of the three, and it sets the bound $\mathrm{NA}<1.44$. The half-pitch therefore stays above $193/(4\times1.44)=33.5$ nm with water, against $193/4=48.3$ nm with air. Neither bound is reached, since both correspond to light travelling parallel to the wafer. At $\mathrm{NA}=1.35$ the half-pitch limit is

$$
\frac{193\ \text{nm}}{4(1.35)}=35.7\ \text{nm},
$$

which is two thirds of 53.6 nm, the ratio $0.90/1.35$ of the apertures.

## What water does change at fixed aperture

**Focus.** Let the grating be lit along the axis, so that orders $0$ and $\pm1$ arrive with $s=0$ and $s=\pm\lambda_0/p$. At a distance $z$ from focus, the TE field in the gap is

$$
E=a_0e^{ik_0nz}+2a_1\cos\frac{2\pi x}{p}\;e^{ik_0z\sqrt{n^2-s^2}} .
$$

With $\Delta=k_0z[n-\sqrt{n^2-s^2}]$ the phase difference, its squared modulus is

$$
|E|^2=a_0^2+4a_1^2\cos^2\frac{2\pi x}{p}+4a_0a_1\cos\Delta\,\cos\frac{2\pi x}{p}.
$$

The last term carries the pitch $p$. It first vanishes at $\Delta=\pi/2$, leaving fringes of half the pitch. Setting $(2\pi/\lambda_0)z_0[n-\sqrt{n^2-s^2}]=\pi/2$ gives

$$
z_0=\frac{\lambda_0}{4[n-\sqrt{n^2-s^2}]}
=\frac{\lambda_0[n+\sqrt{n^2-s^2}]}{4s^2},
$$

where the second form follows on multiplying numerator and denominator by $n+\sqrt{n^2-s^2}$. It shows directly that $z_0$ grows with $n$ at fixed $s$. For $s=0.90$, a pitch of 214 nm,

$$
z_0^{\text{air}}=\frac{193(1+0.4359)}{4(0.81)}=85.5\ \text{nm},\qquad
z_0^{\text{water}}=\frac{193(1.44+1.1241)}{4(0.81)}=152.7\ \text{nm}.
$$

The gain is 1.79, more than the index ratio 1.44. For $n>1$ and $0<s\le1$ we have $n^2-s^2>n^2-n^2s^2$, hence $\sqrt{n^2-s^2}>n\sqrt{1-s^2}$, and the ratio of the two distances exceeds $n$. As $s\to0$ it tends to $n$; at $s=0.10$ it is 1.442. A wafer that is slightly out of focus can therefore show a better image under water at the same NA. That is a gain in tolerance, with the cutoff unchanged.

**Transmission.** Let $c=\cos\theta$ in the gap and $c_r=\cos\theta_r$ in the resist. For a TE wave of unit amplitude, continuity of $E_y$ and of its $z$ derivative gives $1+r=t$ and $nc(1-r)=n_rc_rt$. Substituting $r=t-1$,

$$
nc(2-t)=n_rc_rt\quad\Rightarrow\quad t_{\rm TE}=\frac{2nc}{nc+n_rc_r}.
$$

For TM, take the reflected field as $r(-c,0,-\sin\theta)$. Continuity of $E_x$ gives $c(1-r)=c_rt$. Continuity of the normal displacement gives $n^2\sin\theta(1+r)=n_r^2\sin\theta_r\,t$, which Snell's law reduces to $n(1+r)=n_rt$. Inserting $r=1-c_rt/c$ and multiplying by $c$,

$$
n(2c-c_rt)=n_rct\quad\Rightarrow\quad t_{\rm TM}=\frac{2nc}{n_rc+nc_r}.
$$

For unpolarized light the TE and TM intensities add. With equal incident amplitudes, and repeated reflections between wafer and lens neglected, the contrast is the weighted mean

$$
C=\frac{t_{\rm TE}^2+t_{\rm TM}^2C_{\rm TM}}{t_{\rm TE}^2+t_{\rm TM}^2}.
$$

At $\mathrm{NA}=0.90$ the amplitudes $(t_{\rm TE},t_{\rm TM})$ are $(0.464,0.549)$ from air and $(0.876,0.882)$ from water. Air favours the low-contrast TM part, and $C=0.673$. Water transmits the two almost equally, and $C=0.718$, a relative increase of about 7%. To see why, subtract the denominators of the two amplitudes:

$$
(nc+n_rc_r)-(n_rc+nc_r)=(n_r-n)(c_r-c).
$$

When $n<n_r$ the ray is steeper in the gap, so $c_r>c$ and the difference is positive: TM is transmitted more strongly. The imbalance vanishes when the gap matches the resist. So water can raise the contrast of an unpolarized image slightly at fixed NA, through Fresnel transmission and not through a shorter fringe period.

**Correction of the lens.** All these comparisons assume a lens designed for its medium. If water is poured into a gap of thickness $D$ under a lens corrected for air, the phase changes by $k_0D[\sqrt{n^2-s^2}-\sqrt{1-s^2}]$. Expanding both roots for small $s$ gives

$$
k_0D\left[(n-1)+\frac{s^2}{2}\left(1-\frac1n\right)+\frac{s^4}{8}\left(1-\frac1{n^3}\right)+\dots\right].
$$

The $s^2$ term can be cancelled by refocusing. Moving the focus in water adds a multiple of $\sqrt{n^2-s^2}$ to the phase, and the multiple that cancels $s^2$ also changes the $s^4$ term. What remains at that order is $k_0D\,(s^4/8)(1-1/n^2)$. This is spherical aberration. At $s=0.90$ the higher orders dominate: the full residual $k_0D[n\sqrt{n^2-s^2}-\sqrt{1-s^2}-(n^2-1)]$ is $0.109\,k_0D$, against $0.042\,k_0D$ from the $s^4$ term, and it reaches a quarter cycle at $D\approx440$ nm. It grows in proportion to $D$, and in a gap thick enough to make it a large part of a cycle across the pupil, it blurs the image unless the lens is corrected for it.

## The price of the larger aperture

Raising NA from 0.90 to 1.35 under water refines the cutoff, but for gratings lit along the axis the finer three-beam patterns it admits tolerate less defocus. The loss comes from the pitch: $z_0$ depends on $s=\lambda_0/p$ and $n$, so the 214 nm pitch lit along the axis keeps its 152.7 nm. This holds for axial light only. With a line source that fills the pupil, the same pitch loses half its modulation at about 190 nm of defocus for $\mathrm{NA}=0.90$ and about 80 nm for $\mathrm{NA}=1.35$. At the pupil edge the three-beam pitch becomes 143 nm and

$$
z_0=\frac{193(1.44+0.5011)}{4(1.35)^2}=51.4\ \text{nm},
$$

less than the 85.5 nm of the air system at $\mathrm{NA}=0.90$. Two beams at equal and opposite angles escape this loss: their phases advance together along $z$, so defocus leaves their contrast unchanged.

Polarization also becomes decisive. In the resist the edge beams now travel at 52.6°. The TM contrast $\cos2\theta_r$ passes through zero at 45°, where the two fields are perpendicular, and here it is $1-2(1.35/1.70)^2=-0.261$. The TM fringes are bright where the TE fringes are dark, and for unpolarized light the contrast falls to about 0.34, again with repeated reflections in the gap neglected. TE light keeps contrast 1. The finer pitch made possible by water is therefore best used with E along the lines. The numerical output lists the three cases side by side.

## Numbers as computed

```
vacuum wavelength: 193.0 nm
wavelength in water: 134.03 nm
indices air, water: 1.00, 1.44
indices last element, resist: 1.56, 1.70
case: air, NA 0.90
  edge angle in gap: 64.16 deg
  edge angle in resist: 31.97 deg
  minimum pitch: 107.22 nm
  minimum half-pitch: 53.61 nm
  transmission amplitudes TE, TM: 0.4642, 0.5485
  TM contrast in gap: -0.6200
  resist contrast TE, TM: 1.0000, 0.4394
  resist contrast unpolarized: 0.6734
  three-beam pitch at pupil edge: 214.44 nm
  defocus at first zero: 85.53 nm
case: water, NA 0.90
  edge angle in gap: 38.68 deg
  edge angle in resist: 31.97 deg
  minimum pitch: 107.22 nm
  minimum half-pitch: 53.61 nm
  transmission amplitudes TE, TM: 0.8760, 0.8821
  TM contrast in gap: 0.2187
  resist contrast TE, TM: 1.0000, 0.4394
  resist contrast unpolarized: 0.7178
  three-beam pitch at pupil edge: 214.44 nm
  defocus at first zero: 152.74 nm
case: water, NA 1.35
  edge angle in gap: 69.64 deg
  edge angle in resist: 52.57 deg
  minimum pitch: 71.48 nm
  minimum half-pitch: 35.74 nm
  transmission amplitudes TE, TM: 0.6532, 0.6833
  TM contrast in gap: -0.7578
  resist contrast TE, TM: 1.0000, -0.2612
  resist contrast unpolarized: 0.3410
  three-beam pitch at pupil edge: 142.96 nm
  defocus at first zero: 51.39 nm
focus gain, water/air at NA 0.90: 1.7857
focus gain, water/air at s = 0.10: 1.4419
half-pitch ratio, NA 1.35 / NA 0.90: 0.6667
air field decay length at s = 1.35: 33.87 nm
TE power fraction through 100 nm air: 1.063e-02
TE power fraction through 100 nm water: 0.7244
TE power fraction through 1000 nm air: 8.881e-26
TE power fraction through 1000 nm water: 0.8796
half-pitch bound as NA approaches 1 in air: 48.25 nm
half-pitch bound as NA approaches n in water: 33.51 nm
```
